\section*{Mean Uphill Adatom Current on a Vicinal Terrace with Asymmetric Attachment}

\section{Form of the answer}

Atoms land on a terrace of width $L$ at a rate $F$ per area and time. They diffuse with coefficient $D$ until a step captures them. The attachment rates $k_+$ at the ascending step and $k_-$ at the descending edge are velocities, so each defines a length,
\begin{equation}
d_+=\frac{D}{k_+},\qquad d_-=\frac{D}{k_-}. \label{lengths}
\end{equation}
A kinetic length that is large compared with $L$ means that attachment is slow compared with diffusion across the terrace. The mean current $J$ is a number of atoms per length of step and time, as is $FL$. Measure positions in units of $L$, and the adatom density, counted from its common equilibrium value at the two edges, in units of $FL^2/D$. The diffusion equation then contains no parameter, and its boundary conditions contain only $d_\pm/L$. Hence
\begin{equation}
J=FL\,g\!\left(\frac{d_+}{L},\frac{d_-}{L}\right),\qquad g(\alpha,\beta)=-g(\beta,\alpha). \label{form}
\end{equation}
The second relation follows from reflecting the terrace about its centre, which exchanges the two edges and reverses the current. Equal kinetic lengths therefore give $J=0$. The function $g$ is found below:
\begin{equation}
J=\frac{FL\,(d_--d_+)}{2\,(L+d_++d_-)}. \label{result}
\end{equation}

\section{Model and sign convention}

The coordinate $x$ runs uphill across one terrace of a straight, equally spaced step train. The descending edge is at $x=0$ and the ascending step at $x=L$. A positive current is uphill. An Ehrlich--Schwoebel barrier hinders attachment from above. If it makes attachment from above slower than attachment from below, then $k_-<k_+$ and $d_->d_+$, and the current is uphill. If $d_+>d_-$ it is downhill: asymmetry alone does not fix the sign.

There is no nucleation, no desorption, and no passage through a step without attachment. Both edges have the same equilibrium adatom density $n_{\rm eq}$. The steps move slowly enough for the density $n(x)$ to be stationary at fixed step positions. The theory is a mean-field one, in which adatoms do not interact.

\section{Derivation}

With $j=-D\,n'$, conservation of atoms on the terrace reads
\begin{equation}
D n''+F=0\quad\Longleftrightarrow\quad j'(x)=F. \label{diffusion}
\end{equation}
The current is linear in $x$, and its average equals its value at the centre. Calling this average $J$,
\begin{equation}
j(x)=J+F\left(x-\frac L2\right). \label{local}
\end{equation}
The flux into the ascending step is $f_+=j(L)$. At the descending edge atoms leave towards negative $x$, so $f_-=-j(0)$. Thus
\begin{equation}
f_+=\frac{FL}{2}+J,\qquad f_-=\frac{FL}{2}-J, \label{capture}
\end{equation}
and $f_++f_-=FL$, as conservation requires.

Averaging $j=-Dn'$ directly gives a second expression for $J$:
\begin{equation}
J=-\frac{D}{L}\int_0^L n'(x)\,dx=\frac{D}{L}\,[n(0)-n(L)]. \label{difference}
\end{equation}
Each capture flux is the attachment rate times the excess density at that edge, $f_-=k_-[n(0)-n_{\rm eq}]$ and $f_+=k_+[n(L)-n_{\rm eq}]$. With \eqref{lengths},
\begin{equation}
n(0)=n_{\rm eq}+\frac{d_-f_-}{D},\qquad
n(L)=n_{\rm eq}+\frac{d_+f_+}{D}. \label{edges}
\end{equation}
Insert \eqref{edges} into \eqref{difference}. The common $n_{\rm eq}$ cancels, and \eqref{capture} gives
\begin{align}
JL&=d_-f_--d_+f_+\nonumber\\
&=d_-\left(\frac{FL}{2}-J\right)-d_+\left(\frac{FL}{2}+J\right)\nonumber\\
&=\frac{FL}{2}(d_--d_+)-J(d_-+d_+). \label{solve}
\end{align}
Moving the last term to the left yields $J(L+d_++d_-)=FL(d_--d_+)/2$, which is \eqref{result}.

For implementation it is convenient to write the capture fluxes without subtraction. With $S=L+d_++d_-$, substitution of \eqref{result} into \eqref{capture} gives
\begin{equation}
f_+=\frac{FL}{2}\,\frac{S+d_--d_+}{S}=\frac{FL(L+2d_-)}{2S},\qquad
f_-=\frac{FL(L+2d_+)}{2S}. \label{stable}
\end{equation}
The kinetic length of one edge raises the flux to the other.

The density follows by integrating $n'=-j/D$ from $0$ to $x$:
\begin{equation}
n(x)=n(0)-\frac{1}{D}\left[Jx+\frac F2(x^2-Lx)\right]. \label{profile}
\end{equation}
The average of $x$ is $L/2$, and that of $x^2-Lx$ is $L^2/3-L^2/2=-L^2/6$. Since $JL/(2D)=[n(0)-n(L)]/2$, the mean density is
\begin{equation}
\bar n=\frac{n(0)+n(L)}{2}+\frac{FL^2}{12D}. \label{meann}
\end{equation}

The boundary-value problem was also solved numerically for $(d_+,d_-)/L=(0,0.7)$, $(0.3,2)$, $(1.5,0.2)$, $(0.6,0.6)$ and $(4,9)$. The largest deviation of the current from \eqref{result} was $3.1\times10^{-10}$ in units of $FL$.

\section{Limits}

For narrow terraces, $L\ll d_++d_-$, attachment controls the current:
\begin{equation}
J\simeq\frac{FL}{2}\,\frac{d_--d_+}{d_-+d_+}. \label{narrow}
\end{equation}
If both kinetic lengths greatly exceed $L$, the density is nearly uniform on the scale of its mean, and the atoms divide in the ratio $f_+/f_-\simeq d_-/d_+$.

For wide terraces, $L\gg d_++d_-$,
\begin{equation}
J\simeq\frac F2(d_--d_+). \label{wide}
\end{equation}
Each edge then captures nearly $FL/2$, so by \eqref{edges} the edge densities differ by about $FL(d_--d_+)/(2D)$. This difference grows in proportion to $L$, and the mean current, which is $D/L$ times the difference, no longer depends on $L$. The ratio of \eqref{result} to \eqref{wide} is $L/S$.

A third case is a nearly closed descending edge, $d_-\gg L+d_+$. Then $J\simeq FL/2$ and almost every atom reaches the ascending step. This is the upper bound of $J$ at given $F$ and $L$, because $f_-$ cannot be negative in \eqref{stable}.

In terms of the surface slope $m=s/L$, where $s$ is the step height, \eqref{result} becomes
\begin{equation}
J(m)=\frac{F s\,(d_--d_+)}{2\,[s+m(d_++d_-)]}. \label{slope}
\end{equation}
Its finite value at $m\to0$ must not be used for a flat surface: wide terraces nucleate islands, which the model excludes.

\section{The current as a mean displacement}

In the steady state, $J$ equals $F$ times the mean uphill displacement of an atom between landing and capture. To see this, place a unit source at $y$. Let $p(y)$ be the fraction captured by the ascending step. With $n_{\rm eq}=0$ the density is linear on each side of the source. Its value at $y$, reached from the left and from the right, is
\begin{equation}
\frac{(1-p)(d_-+y)}{D}=\frac{p\,(d_++L-y)}{D}
\quad\Longrightarrow\quad p(y)=\frac{y+d_-}{S}. \label{split}
\end{equation}
An atom ends at $L$ with probability $p$ and at $0$ otherwise, so its mean displacement is $pL-y$. Averaging over uniform landing positions gives
\begin{equation}
\langle\Delta x\rangle=L\left[\frac{L/2+d_-}{S}-\frac12\right]
=\frac{L(d_--d_+)}{2S}=\frac JF. \label{displacement}
\end{equation}

\section{Kinetic lengths from hop rates}

Let a terrace contain $N$ sites with spacing $a$, so $L=Na$. Site $N$ touches the ascending step and is the incorporation site. An atom that crosses the descending edge from site $1$ is incorporated at site $0$, on the terrace below. The hop rate in each direction is $h$ in the interior, giving $D=ha^2$. The last hops have rates
\begin{equation}
h_\pm=h\,e^{-E_\pm/k_BT}, \label{rates}
\end{equation}
with $h_+$ for $N-1\to N$ and $h_-$ for $1\to0$. The extra barriers are $E_\pm$, and equal prefactors are assumed. Detachment is omitted.

Let $p_i$ be the probability that an atom at site $i$ ends at site $N$, so that $p_0=0$ and $p_N=1$. Conditioning on the next hop gives, at every site, a vanishing sum of (rate)$\times$(change of $p$). The product of rate and increment is therefore the same on every bond; call it $hB$:
\begin{equation}
h_-p_1=h(p_{i+1}-p_i)=h_+(1-p_{N-1})=hB. \label{bonds}
\end{equation}
The increments add up to one:
\begin{equation}
B\left[\frac h{h_-}+(N-2)+\frac h{h_+}\right]=1. \label{series}
\end{equation}
Define $\delta_\pm=h/h_\pm-1$. The bracket is $N+\delta_++\delta_-$, and for $1\le i\le N-1$
\begin{equation}
p_i=B\left(i-1+\frac h{h_-}\right)=\frac{i+\delta_-}{N+\delta_++\delta_-}. \label{latticep}
\end{equation}
Comparison with \eqref{split} at $y=ia$ identifies
\begin{equation}
d_\pm=a\left(\frac h{h_\pm}-1\right)=a\left(e^{E_\pm/k_BT}-1\right). \label{micro}
\end{equation}

The discrete average can be done in full. An atom landing on site $N$ does not move. The others contribute $Np_i-i$ in units of $a$. Using $\sum_{i=1}^{N-1}i=N(N-1)/2$,
\begin{align}
\frac{J_{\rm lat}}{Fa}&=\frac1N\sum_{i=1}^{N-1}(Np_i-i)\nonumber\\
&=(N-1)\left[\frac{N/2+\delta_-}{N+\delta_++\delta_-}-\frac12\right]
=\frac{(N-1)(\delta_--\delta_+)}{2(N+\delta_++\delta_-)}. \label{lattice}
\end{align}
Since $L=Na$, this is \eqref{result} times $1-1/N$. For this lattice model the factor removes the discretization error of the continuum formula.

\section{Worked example}

The parameters are round model values: $T=400$ K, $E_-=0.10$ eV, $E_+=0.03$ eV, $h=10^7\,{\rm s}^{-1}$, $F=0.01\,a^{-2}{\rm s}^{-1}$ and $L=20a$. Lengths are in units of $a$. The rate ratios are $h_-/h=0.05496$ and $h_+/h=0.4188$, so
\begin{equation}
d_-=\frac{a}{0.05496}-a=17.2a,\qquad d_+=\frac{a}{0.4188}-a=1.39a. \label{numlengths}
\end{equation}
With $S=38.58a$,
\begin{equation}
J=\frac{0.01\times20\times(17.195-1.388)}{2\times38.58}\,a^{-1}{\rm s}^{-1}
=0.0410\,a^{-1}{\rm s}^{-1}. \label{numJ}
\end{equation}
The capture fluxes are $f_\pm=0.100\pm0.041$, or $0.141$ and $0.059\,a^{-1}{\rm s}^{-1}$. The ascending step thus receives about 70\% of the atoms, and the mean uphill displacement is $J/F=4.1a$. By \eqref{local} the local current changes sign at $x=L/2-J/F=5.9a$, where the density has its maximum.

With $n_{\rm eq}=0$, the edge densities are
\begin{equation}
n(0)=\frac{17.195\times0.05903}{10^7}\,a^{-2}=1.02\times10^{-7}a^{-2},\qquad
n(L)=1.96\times10^{-8}a^{-2}. \label{numdensity}
\end{equation}
The descending edge captures fewer atoms but carries the higher density, because its attachment is slower. The lattice current is $0.0389\,a^{-1}{\rm s}^{-1}$, which is $0.95$ of \eqref{numJ}, as $1-1/20$ requires.

With all other parameters fixed, the width dependence is as follows. Currents are in $a^{-1}{\rm s}^{-1}$, and $M$ is the nucleation estimate defined in \eqref{encounters}.
\begin{center}
\begin{tabular}{rccc}
$L/a$ & $J$ & $J_{\rm lat}$ & $M$\\
5 & 0.0168 & 0.0134 & $4\times10^{-6}$\\
10 & 0.0277 & 0.0249 & $1\times10^{-4}$\\
20 & 0.0410 & 0.0389 & $4\times10^{-3}$\\
40 & 0.0540 & 0.0526 & $0.13$
\end{tabular}
\end{center}
The limit \eqref{wide} is $0.0790\,a^{-1}{\rm s}^{-1}$. At $L=40a$ the current has reached only 68\% of it, while $M$ is no longer very small. For these parameters the wide-terrace plateau is therefore not reached before nucleation becomes a concern.

\section{Where the formula fails}

\subsection{Nucleation}

Two adatoms meet at a rate per area of order $D\langle n^2\rangle$, with the dimensionless capture factor set to one. Over the time $1/(Fa^2)$ needed to deposit one layer, the number of encounters on an $L\times L$ patch is about
\begin{equation}
M=\frac{D\langle n^2\rangle L^2}{Fa^2}. \label{encounters}
\end{equation}
If each encounter makes a stable island, $M\ll1$ is required. This is an order-of-magnitude criterion. In the table $M$ grows by a factor of 30 to 35 per doubling of $L$, so it should be recomputed whenever the width changes.

\subsection{Moving steps}

Growth moves the steps downhill at speed $v=a^2(f_++f_-)=a^2FL$. In the frame of the steps the stationary density obeys $Dn''-vn'+F=0$, and the flux relative to the steps is $q=-Dn'+vn$. Again $q'=F$, but the average of $q$ is $J+v\bar n$, where $J$ remains the average of $-Dn'$. For $n_{\rm eq}=0$ the capture fluxes are $f_\pm=FL/2\pm(J+v\bar n)$. Relations \eqref{difference} and \eqref{edges} are unchanged, so
\begin{align}
JL&=d_-\left(\frac{FL}{2}-J-v\bar n\right)-d_+\left(\frac{FL}{2}+J+v\bar n\right),\nonumber\\
J&=\frac{FL(d_--d_+)}{2S}-\frac{v\bar n(d_++d_-)}{S}. \label{moving}
\end{align}
Here $\bar n$ is the mean density of the moving-step problem; \eqref{meann} supplies it to leading order in $P=vL/D$. In the example $v=0.2\,a\,{\rm s}^{-1}$ and $P=4\times10^{-7}$. The relative change of $J$ is $-2\times10^{-7}$, which is negligible for these parameters. The correction term is always downhill and does not vanish for equal kinetic lengths: for $d_+=d_-=5L$ and $P=0.01$ it gives $J=-0.023\,FL$.

\subsection{Unequal equilibrium densities}

If the edges have different equilibrium densities, their difference survives in \eqref{difference}. The first line of \eqref{solve} gains $D[n_{\rm eq}(0)-n_{\rm eq}(L)]$, and the current gains
\begin{equation}
\Delta J=\frac{D\,[n_{\rm eq}(0)-n_{\rm eq}(L)]}{S}. \label{unequal}
\end{equation}
Identical steps in equilibrium have no such difference. It arises when the two bounding steps have different chemical potentials, for instance because interacting steps are unequally spaced. The term then drives a current even without deposition. It equals the growth current when the difference is $FL(d_--d_+)/(2D)=1.6\times10^{-7}a^{-2}$ in the example. A difference this small in absolute terms can matter when diffusion is fast, but it cannot exceed the larger of the two equilibrium densities. With $n_{\rm eq}\approx a^{-2}e^{-E_f/k_BT}$, where $E_f$ is the energy needed to take an adatom from the step, reaching this value at 400 K requires $E_f$ below about $0.54$ eV.

\subsection{Permeable steps}

Suppose atoms can also cross a step without attaching, with a net downhill flux $k_0[n(0)-n(L)]$. Equal terraces allow both densities to be taken from the same profile. By \eqref{difference} this flux is $k_0JL/D$. It adds to the outflow at $x=0$ and enters the next terrace at its upper end. The fluxes that attach are therefore $FL/2\mp J(1+k_0L/D)$, with the upper sign for the descending edge. Repeating \eqref{solve} gives
\begin{equation}
J=\frac{FL(d_--d_+)}{2\,[\,S+k_0L(d_++d_-)/D\,]}. \label{permeable}
\end{equation}
Permeability weakens the current without changing its sign.

\section{Relation to real surfaces}

Extra barriers at descending edges of metal surfaces range roughly from near zero to a few tenths of an electronvolt, so $0.10$ eV is a moderate value. A flux of $0.01$ layer per second is ordinary for molecular-beam growth, and steps one atom high spaced by $20a$ correspond to a miscut of a few degrees. The chosen $h$ suits a surface with moderately slow diffusion; many close-packed metal surfaces are much faster. The barrier $E_+$ was chosen to make $d_+$ visible. Setting $d_+=0$ with the rest fixed gives $J=0.2\times17.195/(2\times37.195)=0.046\,a^{-1}{\rm s}^{-1}$, an increase of 13\%. Real steps are also not straight: kinks can offer easier ways down. If they halve $d_-$, then $J=0.2\times7.21/(2\times29.99)=0.024\,a^{-1}{\rm s}^{-1}$, a decrease of 41\%. If instead the steps are permeable with $k_0=k_-$, the bracket in \eqref{permeable} rises from $38.6a$ to $60.2a$, and $J$ falls by 36\%. The kinetic lengths should therefore be treated as effective parameters of the actual step structure. The printed digits describe the model, not the accuracy expected for a material.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (a = lattice spacing)
temperature                        400 K
thermal energy kT                  0.03447 eV
extra barrier, descending edge     0.10 eV
extra barrier, ascending step      0.03 eV
terrace hop rate h                 1.0e+07 1/s
diffusion coefficient D            1.0e+07 a^2/s
deposition flux F                  0.010 1/(a^2 s)
terrace width L                    20 a
RESULTS
edge rate ratio h-/h               0.05496
edge rate ratio h+/h               0.41881
kinetic length dm                  17.195 a
kinetic length dp                  1.388 a
L + dp + dm                        38.582 a
density at descending edge n(0)    1.0150e-07 1/a^2
density at ascending step n(L)     1.9563e-08 1/a^2
mean density                       9.3865e-08 1/a^2
capture flux f+ (ascending)        0.14097 1/(a s)
capture flux f- (descending)       0.05903 1/(a s)
mean uphill current J              0.04097 1/(a s)
mean uphill displacement J/F       4.097 a
mean probability of ascending end  0.7048
lattice current                    0.03892 1/(a s)
lattice/continuum current ratio    0.9500
step speed v                       0.200 a/s
step-motion parameter P = v L/D    4.00e-07
relative change by step motion     -2.21e-07
pair encounters per L*L per layer  3.84e-03
WIDTH TABLE: L (a), J (1/(a s)), lattice J (1/(a s)), encounters
   5  0.01676  0.01341  3.81e-06
  10  0.02765  0.02489  1.16e-04
  20  0.04097  0.03892  3.84e-03
  40  0.05396  0.05262  1.34e-01
wide-terrace limit F(dm-dp)/2      0.07903 1/(a s)
TEST ERRORS
largest continuum error, J/(F L)   3.1e-10
largest lattice error, J/(F a)     3.6e-14
\end{verbatim}
